# Two Sums over a Single 6j Symbol

When angular momenta are recoupled, a calculation can end with a sum over an intermediate angular momentum $x$ that contains one 6j symbol. Evaluated term by term, such a sum must be added up anew for each set of spins, and a total that is fixed by symmetry looks like an accidental cancellation of unequal terms. Two sums of this kind have closed forms, and both follow from the completeness of the coupled basis.

## The statement and its conditions

Let $a$ and $b$ be non-negative integers or half-integers, and let $x$ run over $|a-b|,|a-b|+1,\dots,a+b$. Three angular momenta form a triad if they satisfy the triangle rule and their sum is an integer. The two results are

$$\sum_x(2x+1)\begin{Bmatrix}a&b&x\\a&b&c\end{Bmatrix}=\begin{cases}(-1)^{2c}&\text{if }(a,b,c)\text{ is a triad},\\0&\text{otherwise,}\end{cases}\tag{1}$$

$$\sum_x(-1)^{a+b+x}(2x+1)\begin{Bmatrix}a&b&x\\b&a&c\end{Bmatrix}=\delta_{c0}\sqrt{(2a+1)(2b+1)}.\tag{2}$$

The triad condition in (1) cannot be dropped: outside it every symbol in the sum is zero, while $(-1)^{2c}$ is not. Equation (2) holds for every integer or half-integer $c\ge0$. All quantities are pure numbers, so $\hbar$ does not appear in the results; below, angular momentum operators are measured in units of $\hbar$.

## The 3j symbols

The coupled states of two angular momenta are

$$|x\,M\rangle=\sum_{m_1m_2}\langle a\,m_1\,b\,m_2|x\,M\rangle\,|a\,m_1\rangle|b\,m_2\rangle .$$

The coefficients are real. Their signs are fixed by $\langle a\,a\,b\,(x-a)|x\,x\rangle>0$ and by generating the states of lower $M$ with $J_-$ and positive factors. The 3j symbol is

$$\begin{pmatrix}a&b&x\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{a-b-m_3}}{\sqrt{2x+1}}\langle a\,m_1\,b\,m_2|x\,{-m_3}\rangle .\tag{3}$$

It vanishes unless $m_1+m_2+m_3=0$ and $(a,b,x)$ is a triad.

**Completeness and orthogonality.** The product states and the coupled states are two orthonormal bases of the same space, so the coefficients form a real orthogonal matrix. In a product of two symbols with the same $a$, $b$ and $m_3$, the phase in (3) appears squared. It equals 1 because $a-b-m_3$ is an integer. Hence

$$\sum_{x,m_3}(2x+1)\begin{pmatrix}a&b&x\\m_1&m_2&m_3\end{pmatrix}\begin{pmatrix}a&b&x\\m_1'&m_2'&m_3\end{pmatrix}=\delta_{m_1m_1'}\delta_{m_2m_2'},\tag{4}$$

$$\sum_{m_1m_2}\begin{pmatrix}a&b&x\\m_1&m_2&m_3\end{pmatrix}\begin{pmatrix}a&b&x'\\m_1&m_2&m_3\end{pmatrix}=\frac{\delta_{xx'}}{2x+1}.\tag{5}$$

Equation (5) holds when $(a,b,x)$ and $(a,b,x')$ are triads and $m_3$ is one of the projections $-x,\dots,x$; otherwise its left side is zero. Setting $x'=x$ in (5) and summing over the $2x+1$ values of $m_3$ gives, for any triad,

$$\sum_{m_1m_2m_3}\begin{pmatrix}a&b&x\\m_1&m_2&m_3\end{pmatrix}^2=1.\tag{6}$$

**Exchange of the first two columns.** Write $|x\,x\rangle=\sum_mC_m|a\,m\rangle|b\,(x-m)\rangle$, where $m$ runs from $x-b$ to $a$. In $J_+|x\,x\rangle=0$, the coefficient of $|a\,(m+1)\rangle|b\,(x-m)\rangle$ is

$$\sqrt{(a-m)(a+m+1)}\,C_m+\sqrt{(b-x+m+1)(b+x-m)}\,C_{m+1}=0.\tag{7}$$

Both roots are positive for $x-b\le m\le a-1$, so the $C_m$ alternate in sign. This recursion also fixes the state up to a factor. Since $C_a>0$, the coefficient at the other end, $m=x-b$, has the sign $(-1)^{a+b-x}$. There the second spin has its largest projection $b$, and this is the coefficient that must be positive when the spins are coupled in the order $b,a$. The two orders therefore give states that differ by $(-1)^{a+b-x}$. Lowering with $J_-$, which treats both spins alike, carries this factor to all $M$. The prefactor in (3) changes from $(-1)^{a-b-m_3}$ to $(-1)^{b-a-m_3}$, a ratio of $(-1)^{2(b-a)}=(-1)^{2x}$. Altogether,

$$\begin{pmatrix}b&a&x\\m_2&m_1&m_3\end{pmatrix}=(-1)^{a+b+x}\begin{pmatrix}a&b&x\\m_1&m_2&m_3\end{pmatrix}.\tag{8}$$

**Reversal of all projections.** The rotation $R=e^{-i\pi J_y}$ turns $J_z$ into $-J_z$ and $J_\pm$ into $-J_\mp$. Hence $R|j\,m\rangle=\eta_m|j\,{-m}\rangle$, and $RJ_-|j\,m\rangle=-J_+R|j\,m\rangle$ gives $\eta_{m-1}=-\eta_m$, since the ladder factors on the two sides are equal. To find $\eta_j$, regard $|j\,j\rangle$ as $2j$ spins one-half, all up. For each of them $R=-i\sigma_y$ turns up into down with the factor $+1$, so $\eta_j=1$ and $\eta_m=(-1)^{j-m}$. Now apply $R$ to both sides of the expansion of $|x\,M\rangle$. The left side acquires $(-1)^{x-M}$ and each term on the right acquires $(-1)^{a+b-M}$, so

$$\langle a\,{-m_1}\,b\,{-m_2}|x\,{-M}\rangle=(-1)^{a+b-x}\langle a\,m_1\,b\,m_2|x\,M\rangle .$$

The prefactor in (3) changes by $(-1)^{2m_3}=(-1)^{2x}$, and therefore

$$\begin{pmatrix}a&b&x\\-m_1&-m_2&-m_3\end{pmatrix}=(-1)^{a+b+x}\begin{pmatrix}a&b&x\\m_1&m_2&m_3\end{pmatrix}.\tag{9}$$

**The singlet.** For $b=a$ and $x=0$ the two roots in (7) are equal, so $C_{m+1}=-C_m$. With $C_a>0$ and normalization over $2a+1$ terms,

$$\begin{pmatrix}a&a&0\\m&-m&0\end{pmatrix}=\frac{(-1)^{a-m}}{\sqrt{2a+1}}.\tag{10}$$

## The 6j symbol

The 6j symbol is defined by a sum over all six projections:

$$\begin{aligned}\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum_{m_1\dots m_6}&(-1)^{\sum_k(j_k-m_k)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\\&\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.\end{aligned}\tag{11}$$

It vanishes unless the upper rows of all four 3j symbols on the right are triads. In (1) these are $(a,b,x)$ and $(a,b,c)$, each occurring twice. In (2) they are $(a,b,x)$ twice, $(a,a,c)$ and $(b,b,c)$. The last two require $c$ to be an integer with $c\le2a$ and $c\le2b$. For any other $c$ both sides of (2) are zero. It remains to treat the values of $c$ that satisfy the triad conditions.

## Proof of the first sum

Put $j_1=j_4=a$, $j_2=j_5=b$, $j_3=x$ and $j_6=c$ in (11). The two 3j symbols that contain $x$ are

$$\begin{pmatrix}a&b&x\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}a&b&x\\-m_4&m_5&m_3\end{pmatrix}.$$

By (9), reversing the projections in the first one costs $(-1)^{a+b+x}$. Together with the factor $(-1)^{x-m_3}$ from (11), the phase that depends on $x$ and $m_3$ is

$$(-1)^{a+b+2x-m_3}=(-1)^{3(a+b)+m_1+m_2}.\tag{12}$$

Here $(-1)^{2x}=(-1)^{2(a+b)}$, because $a+b-x$ is an integer, and $m_3=-m_1-m_2$ by the selection rule of the reversed symbol. The right side of (12) no longer contains $x$ or $m_3$. The sum over both, with weight $2x+1$, is then the completeness relation (4), which sets

$$m_4=-m_1,\qquad m_5=m_2.\tag{13}$$

The factors of (11) not yet used have the exponent

$$(a-m_1)+(b-m_2)+(a-m_4)+(b-m_5)+(c-m_6)=2(a+b)-2m_2+c-m_6.\tag{14}$$

With (13), the two remaining 3j symbols are reversals of each other, so (9) gives

$$\begin{pmatrix}a&b&c\\m_1&-m_2&m_6\end{pmatrix}\begin{pmatrix}a&b&c\\-m_1&m_2&-m_6\end{pmatrix}=(-1)^{a+b+c}\begin{pmatrix}a&b&c\\m_1&-m_2&m_6\end{pmatrix}^2.\tag{15}$$

Their selection rule is $m_6=m_2-m_1$. Adding the exponents of (12), (14) and (15) gives

$$6(a+b)+2m_1-2m_2+2c .$$

Since $a-m_1$ and $b+m_2$ are integers, $(-1)^{2m_1}=(-1)^{2a}$ and $(-1)^{-2m_2}=(-1)^{2b}$. The phase is therefore $(-1)^{8(a+b)+2c}=(-1)^{2c}$, because $8(a+b)$ is even. It is the same for every term, and the squares that remain add up to 1 by (6). This proves (1).

The sign is the factor that a state of angular momentum $c$ acquires in a rotation through $2\pi$. It is $+1$ when $a$ and $b$ are both integers or both half-integers, and $-1$ when one of them is an integer and the other is not.

## Proof of the second sum

Now put $j_1=j_5=a$, $j_2=j_4=b$, $j_3=x$ and $j_6=c$. The 3j symbols that contain $x$ are

$$\begin{pmatrix}a&b&x\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}b&a&x\\-m_4&m_5&m_3\end{pmatrix}.$$

The first is reversed with (9), and the columns of the second are exchanged with (8). Each operation gives $(-1)^{a+b+x}$, and the weight in (2) supplies the same factor once more. Since $a+b+x$ is an integer, two of the three factors cancel. The third combines with $(-1)^{x-m_3}$ to give the phase (12) again. The weight in (2) is thus what frees the phase from $x$ when the lower row is $b,a$. Completeness now sets

$$m_5=m_1,\qquad m_4=-m_2.\tag{16}$$

The remaining 3j symbols have the columns $(a,m_1),(a,-m_1),(c,m_6)$ and $(b,-m_2),(b,m_2),(c,-m_6)$, so $m_6=0$. The unused factors of (11) have the exponent

$$(a-m_1)+(b-m_2)+(b+m_2)+(a-m_1)+c=2(a+b)-2m_1+c .$$

Adding the exponent of (12) gives

$$5(a+b)-m_1+m_2+c=4(a+b)+(a-m_1)+(b+m_2)+c,\tag{17}$$

where $4(a+b)$ is even and drops out. With $\mu=-m_2$ as summation variable for the second spin, the sum factorizes:

$$\sum_x(-1)^{a+b+x}(2x+1)\begin{Bmatrix}a&b&x\\b&a&c\end{Bmatrix}=(-1)^cF_a(c)\,F_b(c),\tag{18}$$

$$F_a(c)=\sum_m(-1)^{a-m}\begin{pmatrix}a&a&c\\m&-m&0\end{pmatrix}.\tag{19}$$

By (10), the sign in (19) is $\sqrt{2a+1}$ times a singlet 3j symbol. Orthogonality (5), with $b=a$ and $m_3=0$, then gives

$$F_a(c)=\sqrt{2a+1}\sum_m\begin{pmatrix}a&a&0\\m&-m&0\end{pmatrix}\begin{pmatrix}a&a&c\\m&-m&0\end{pmatrix}=\sqrt{2a+1}\,\delta_{c0}.\tag{20}$$

Inserting (20) and its counterpart for $b$ into (18) proves (2).

The case $c=1$ shows what the vanishing means. Acting with the vector component $J_z$ of the first spin on the singlet produces a state with total angular momentum 1 and $M=0$. Its coefficients are proportional to $m(-1)^{a-m}$, so the terms of $F_a(1)$ are proportional to $m$, and $F_a(1)\propto\sum_mm=0$. A spin with equal populations of all its projections has no mean orientation. For general $c>0$, (20) says that the corresponding profile of rank $c$ has zero mean over the projections.

## Special cases

**$c=0$ in the second sum.** The symbol itself can be found from (11). The two singlets set $m_5=m_1$ and $m_4=-m_2$ and contribute $(-1)^{a-m_1}(-1)^{b+m_2}/\sqrt{(2a+1)(2b+1)}$. The symbols that contain $x$ become a square, since (8) and (9) supply the same sign. The explicit phase of (11) has the exponent $2(a-m_1)+2b+x-m_3$, in which $2(a-m_1)$ is even. With $m_3=-m_1-m_2$, the total exponent is $a+b+x+2(b+m_2)$, and the last term is even. Using (6),

$$\begin{Bmatrix}a&b&x\\b&a&0\end{Bmatrix}=\frac{(-1)^{a+b+x}}{\sqrt{(2a+1)(2b+1)}}.\tag{21}$$

The phases in (2) then cancel, and the sum is $\sum_x(2x+1)$ divided by the root. The numerator counts the coupled states, of which there are $(2a+1)(2b+1)$, in agreement with (2).

**$c=0$ in the first sum.** This requires $b=a$. By (21) the sum is $\frac{(-1)^{2a}}{2a+1}\sum_{x=0}^{2a}(-1)^x(2x+1)$. The partial sums of $1-3+5-\dots$ up to $x=n$ are $(-1)^n(n+1)$, so the result is $(-1)^{4a}=1$, as (1) requires.

**$b=\tfrac12$, $c=1$ in the second sum.** For $a\ge\tfrac12$ there are two terms, $x=a\pm\tfrac12$, with opposite phases and weights $2a+2$ and $2a$. The vanishing of the sum gives

$$(a+1)\begin{Bmatrix}a&\frac12&a+\frac12\\\frac12&a&1\end{Bmatrix}=a\begin{Bmatrix}a&\frac12&a-\frac12\\\frac12&a&1\end{Bmatrix},$$

so one symbol determines the other.

## Numerical example

Take $a=\tfrac32$ and $b=1$, so that $x=\tfrac12,\tfrac32,\tfrac52$ with weights 2, 4 and 6. The symbols for the first sum are as follows.

| $c$ | $x=\frac12$ | $x=\frac32$ | $x=\frac52$ |
|---|---|---|---|
| $\frac12$ | $-\frac1{12}$ | $\frac16$ | $-\frac14$ |
| $\frac32$ | $\frac16$ | $-\frac{11}{60}$ | $-\frac1{10}$ |
| $\frac52$ | $-\frac14$ | $-\frac1{10}$ | $-\frac1{60}$ |

The weighted sums of the three rows are

$$-\tfrac16+\tfrac23-\tfrac32=-1,\qquad \tfrac13-\tfrac{11}{15}-\tfrac35=-1,\qquad -\tfrac12-\tfrac25-\tfrac1{10}=-1 .$$

The terms differ from row to row, but the total does not, because $c$ is a half-integer in all three. For $a=b=1$ the sum is $+1$ at $c=0$, 1 and 2. Outside the triad, with $a=\tfrac32$ and $b=1$ again, the sum is 0 at $c=1$ and at $c=\tfrac72$, where $(-1)^{2c}$ alone would give $+1$ and $-1$.

In the second sum the phases $(-1)^{a+b+x}$ are $-,+,-$. At $c=0$ the terms are

$$0.5774+1.1547+1.7321=3.4641=\sqrt{12}.$$

The factors in (18) are $F_a=2$ and $F_b=1.7321$, with the same product. At $c=1$ the symbols are $\frac{\sqrt{10}}{12}$, $-\frac{\sqrt{10}}{30}$ and $-\frac{\sqrt{10}}{20}$, and the sum is

$$\sqrt{10}\left(-\tfrac16-\tfrac2{15}+\tfrac3{10}\right)=\sqrt{10}\;\frac{-5-4+9}{30}=0 .$$

At $c=2$ the symbols are $-\frac{\sqrt6}{12}$, $-\frac{\sqrt6}{15}$ and $-\frac{\sqrt6}{60}$, which give

$$\sqrt6\left(\tfrac16-\tfrac4{15}+\tfrac1{10}\right)=\sqrt6\;\frac{5-8+3}{30}=0 .$$

The phase is essential to this cancellation. Without it the terms at $c=1$ add up to $\sqrt{10}\,(5-4-9)/30=-0.8433$.

Both sums were also tested with symbols computed from definition (11) for 175 combinations of $a,b\le2$ and $c$, counting also values of $c$ outside the triads, for which the symbols were set to zero by the triad conditions and not summed. The largest absolute deviation from (1) or (2) was below $2\times10^{-15}$, as the numerical output shows.

## Calculated quantities

```
All numbers are dimensionless.
example: a = 3/2, b = 1
Sum I: c, x, symbol (exact), symbol, (2x+1)*symbol
 1/2 1/2 -1/12 -0.083333 -0.166667
 1/2 3/2 1/6 0.166667 0.666667
 1/2 5/2 -1/4 -0.250000 -1.500000
 sum I at c = 1/2: -1.000000
 3/2 1/2 1/6 0.166667 0.333333
 3/2 3/2 -11/60 -0.183333 -0.733333
 3/2 5/2 -1/10 -0.100000 -0.600000
 sum I at c = 3/2: -1.000000
 5/2 1/2 -1/4 -0.250000 -0.500000
 5/2 3/2 -1/10 -0.100000 -0.400000
 5/2 5/2 -1/60 -0.016667 -0.100000
 sum I at c = 5/2: -1.000000
Sum II: c, x, symbol (exact), symbol, phased weighted term
 0 1/2 -sqrt(3)/6 -0.288675 0.577350
 0 3/2 sqrt(3)/6 0.288675 1.154701
 0 5/2 -sqrt(3)/6 -0.288675 1.732051
 sum II at c = 0: 3.464102
 factors F_a, F_b: 2.000000, 1.732051
 1 1/2 sqrt(10)/12 0.263523 -0.527046
 1 3/2 -sqrt(10)/30 -0.105409 -0.421637
 1 5/2 -sqrt(10)/20 -0.158114 0.948683
 sum II at c = 1: 0.000000
 factors F_a, F_b: 0.000000, 0.000000
 2 1/2 -sqrt(6)/12 -0.204124 0.408248
 2 3/2 -sqrt(6)/15 -0.163299 -0.653197
 2 5/2 -sqrt(6)/60 -0.040825 0.244949
 sum II at c = 2: 0.000000
 factors F_a, F_b: 0.000000, 0.000000
sqrt((2a+1)(2b+1)) = 3.464102
sum II without its phase, c = 1: -0.843274
sum I outside the triad, c = 1: 0.000000
sum I outside the triad, c = 7/2: 0.000000
sum I for a = b = 1, c = 0: 1.000000
sum I for a = b = 1, c = 1: 1.000000
sum I for a = b = 1, c = 2: 1.000000
(a,b,c) cases tested from the definition: 175
largest spin a or b in those cases: 2
largest error, sum I: 1.4e-15
largest error, sum II: 1.8e-15
largest gap, definition vs Racah: 2.2e-16
larger spins tested: a = 7/2, b = 3
```
